\section*{The exchange error of PBE ultrasoft potentials in hybrid-functional calculations, part 2}

A PBE ultrasoft potential (for zinc, valence $3d^{10}4s^2$, one projector $\beta_a$ per channel) misplaces the $3d$ level in a hybrid, $E_{xc}=E_{xc}^{\rm PBE}+\alpha(E_x^F-E_x^{\rm PBE})$, with $\alpha=1/4$ for PBE0. Its frozen part, the bare coefficient $D^0_a$ and the ionic potential, has in the reference orbital the exchange content
\begin{equation}
\Phi_a^{x}=\int v_x[n]\,n_{aa}-\int v_x[\tilde n+\tilde n_c]\,\tilde n_{aa}.
\label{eq:Phix}
\end{equation}

Hartree atomic units are used, with results converted to eV. Shell $a$ has occupation $f_a$, level $\varepsilon_a$, radial function $u_a$ and pseudo-orbital $\tilde u_a$, equal to $u_a$ beyond $r_c$; $q=1-\langle\tilde u_a|\tilde u_a\rangle$, and $p_a=\langle\beta_a|\tilde u_a\rangle$ is 1 at the reference. $D$ is the screened coefficient. The pair densities are $n_{ab}=u_au_b$ and $\tilde n^k_{ab}=\tilde u_a\tilde u_b+p_ap_b\tilde Q^k_{ab}$, where $\tilde Q^k_{ab}$ is $Q_{ab}=u_au_b-\tilde u_a\tilde u_b$ smoothed inside $r_{\rm in}$ with its $k$-th moment kept; $\tilde n_{aa}$ means $k=0$. The all-electron density is $n=n_c+n_v$ (core plus valence), $\tilde n$ is the ultrasoft valence density, $\tilde n_c$ the partial core, and $v_x$ the PBE exchange potential.

The Fock element is $F_a=\partial E_x^F/\partial f_a=-\sum_b\frac{f_b}{2}\sum_kc^k_{ab}R^k(n_{ab},n_{ab})=F_a[{\rm core}]+F_a[{\rm val}]$, with angular factors $c^k_{ab}$ and radial Coulomb integrals $R^k$; $\tilde F_a$ is its ultrasoft counterpart, with valence $b$ and $\tilde n^k_{ab}$.

The hybrid removes $\alpha E_x^{\rm PBE}[\tilde n+\lambda\tilde n_c]$: recipe A has $\lambda=1$, recipe B $\lambda=0$. At frozen PBE orbitals and first order in $\alpha$, the all-electron minus the ultrasoft level shift is $\Delta_a=\Delta_a^{\rm cv}+\Delta_a^{\rm val}+\lambda\Delta_a^{\rm nlcc}$, with
\begin{align}
\Delta_a^{\rm cv}&=\alpha\Big\{F_a[{\rm core}]-\int n_{aa}\big(v_x[n]-v_x[n_v]\big)\Big\},\label{eq:cv}\\
\Delta_a^{\rm val}&=\alpha\Big\{F_a[{\rm val}]-\tilde F_a-\Big(\int n_{aa}v_x[n_v]-\int\tilde n_{aa}v_x[\tilde n]\Big)\Big\},\label{eq:val}\\
\Delta_a^{\rm nlcc}&=\alpha\int\tilde n_{aa}\big(v_x[\tilde n+\tilde n_c]-v_x[\tilde n]\big).\label{eq:nlcc}
\end{align}
A negative $\Delta_a$ places the ultrasoft level too high by $-\Delta_a$. For exact $Q$, $\Delta_a^{\rm val}=0$; if also $\tilde n_c=n_c$, recipe A misses $\alpha F_a[{\rm core}]$. As a control, the potential reproduces the PBE $3d$ level of Zn$^{2+}$ to 0.04~eV.

\subsection{Size for Zn $3d$}

The example is the zinc atom, $3d^{10}4s^2$, nonrelativistic PBE, solved on a radial finite-element grid of 186 nodes; the total energy is $-1779.183$~Ha and the levels are $\varepsilon_{3d}=-10.57$~eV and $\varepsilon_{4s}=-5.83$~eV. The pseudo-orbitals are $r^{l+1}$ times the exponential of an even polynomial inside $r_c=2.0$~bohr. The $3d$ function keeps half of its norm inside $r_c$, giving $q=0.477$, and the $4s$ function is norm-conserving. The augmentation is pseudized inside $r_{\rm in}=1.0$~bohr, and the partial core, matched at 1.0~bohr, holds 7.95 electrons. For $3d$ the screened and bare coefficients are $D=-1.786$~Ha and $D^0=-0.552$~Ha; both move by up to 0.001~Ha with the grid and the numerical matching at $r_c$. In both channels the reference state is the lowest eigenstate of the ultrasoft Hamiltonian. The program and its output follow this text.

For $3d$, with $\alpha=0.25$ and 1~Ha $=27.2114$~eV,
\begin{align}
\Delta^{\rm cv}&=0.25\,(-0.6226+0.3247)=-0.0745\ {\rm Ha}=-2.03\ {\rm eV},\nonumber\\
\Delta^{\rm val}&=0.25\,(-0.0438+0.0022)=-0.0104\ {\rm Ha}=-0.28\ {\rm eV},\nonumber\\
\Delta^{\rm nlcc}&=0.25\,(-0.2386)=-0.0596\ {\rm Ha}=-1.62\ {\rm eV}.\nonumber
\end{align}
Recipe B misses $-2.03-0.28=-2.31$~eV ($-0.0849$~Ha) and recipe A misses $-2.31-1.62=-3.93$~eV ($-0.1445$~Ha). For $4s$ the pieces are $-0.14$, $-0.04$ and $-0.10$~eV, so that $\Delta_{4s}=-0.18$~eV in B and $-0.28$~eV in A. The first-order error of $\varepsilon_{3d}-\varepsilon_{4s}$ is therefore $3.93-0.28=3.65$~eV in A and $2.31-0.18=2.13$~eV in B. All four values of $\Delta$ are tested in two ways, to $2\times10^{-5}$~Ha: against finite differences in $f_a$ of the complete all-electron and ultrasoft energies, and against $d\varepsilon/d\alpha$ from diagonalizing the two Hamiltonians. The radial routines for the core--valence Fock elements $F_a[{\rm core}]$ (multipoles $k\le3$) and for the PBE exchange matrix elements are tested against three-dimensional Gaussian integrals; the valence--valence Fock elements are not compared in this way.

The dominant term is core--valence exchange. The Fock value for $3d$, $-0.62$~Ha, is nearly twice the PBE value, $-0.32$~Ha. Most of the term is tied to the $n=3$ core shells: with $3s3p$ moved into the valence, $\Delta^{\rm cv}_{3d}$ falls from $-2.03$ to $-0.33$~eV and $\Delta^{\rm cv}_{4s}$ from $-0.14$ to $-0.04$~eV. The exact-$Q$, full-core limit of recipe A is $0.25\times(-0.6226)$~Ha $=-4.24$~eV; the partial core used here reaches $-2.03-1.62=-3.65$~eV of it.

The valence term of $3d$ is $+0.01$, $-0.28$ and $-0.70$~eV for $r_{\rm in}=0.6$, 1.0 and 1.4~bohr. It approaches the exact-$Q$ limit as $r_{\rm in}$ shrinks, but it changes sign on the way, so it has no fixed sign. At $r_{\rm in}=1.0$~bohr the smoothing changes the Fock matrix element by $0.044$~Ha and the PBE one by only $0.002$~Ha: an augmentation that is harmless for the semilocal exchange matrix element is not thereby validated for Fock exchange. Leaving the Fock operator unaugmented adds $-6.54$~eV to $\Delta_{3d}$, more than all the other terms together.

\subsection{Self-consistency}

The frozen-orbital value is not the error of a converged calculation. Let $E(f,\alpha)$ be the self-consistent energy and $W=E_x^F-E_x^{\rm PBE}$. Stationarity with respect to the orbitals gives $\partial E/\partial\alpha=W$ and $\partial E/\partial f_a=\varepsilon_a$, and equality of the mixed derivatives gives
\begin{equation}
\frac{d\varepsilon_a}{d\alpha}=\frac{dW}{df_a}=\frac{\partial W}{\partial f_a}\bigg|_{u}+\sum_b\int\frac{\delta W}{\delta u_b}\frac{du_b}{df_a}.
\label{eq:resp}
\end{equation}
The first term leads to $\Delta_a$. The second is of the same order in $\alpha$, involves the off-diagonal elements of the missing operator, and is multiplied by the occupation of shell $b$, which is 10 for the $d$ shell.

The all-electron PBE0 atom, core relaxed, has $\varepsilon_{3d}=-13.37$~eV and $\varepsilon_{4s}=-6.55$~eV. The splitting $\varepsilon_{3d}-\varepsilon_{4s}$ is $-6.82$~eV against $-10.57+5.83=-4.74$~eV in PBE, a shift of $-2.08$~eV. The self-consistent ultrasoft results, in eV, with the error of the splitting taken relative to the all-electron PBE0 value, are:
\begin{center}
\begin{tabular}{lccc}
 & $\varepsilon_{3d}$ & $\varepsilon_{4s}$ & error\\
A, $D^0$ & $-11.89$ & $-6.64$ & $1.57$\\
A, $D^0+\Delta$ & $-13.08$ & $-6.55$ & $0.29$\\
B, $D^0$ & $-12.42$ & $-6.60$ & $1.00$\\
B, $D^0+\Delta$ & $-13.11$ & $-6.55$ & $0.26$
\end{tabular}
\end{center}
Relaxation reduces the error to less than half of the first-order figure, from 3.65 to 1.57~eV in A and from 2.13 to 1.00~eV in B. What remains is still $1.57/2.08\approx76\%$ and $1.00/2.08\approx48\%$ of the shift that the hybrid is meant to produce. The screening is close to linear: adding $\Delta$ to $D^0$ lowers the $3d$ level by $13.078-11.891=1.187$~eV in A and by $13.114-12.417=0.697$~eV in B, and both $1.187/3.932$ and $0.697/2.309$ equal 0.30. This ratio is a net figure for the two channels corrected together. In A, $\Delta_{3d}$ alone lowers the $3d$ level by 1.50~eV, a ratio of 0.38, and $\Delta_{4s}$ alone raises it by 0.32~eV; a linear response gives the same net ratio in both recipes because $\Delta_{4s}/\Delta_{3d}$ is nearly the same, 0.07 in A and 0.08 in B.

The $4s$ level does not follow the first-order sign. Its $\Delta$ is negative, which would place it too high, yet the uncorrected self-consistent level lies 0.10~eV (A) and 0.05~eV (B) below the all-electron one. For this shell the response term of Eq.~\eqref{eq:resp} outweighs the direct term. Adding $\Delta$ to $D^0$ in both channels raises the $4s$ level from $-6.64$ (A) and $-6.60$~eV (B) to $-6.55$~eV although $\Delta_{4s}$ is itself attractive. The rise is the response to the $3d$ term: in A, $\Delta_{3d}$ alone raises the $4s$ level by 0.2~eV, while $\Delta_{4s}$ alone lowers it by 0.14~eV. The statement that a level is too high by $-\Delta_a$ must therefore be kept to frozen orbitals.

Adding $\Delta_a|\beta_a\rangle\langle\beta_a|$ makes the first-order diagonal element exact at the reference, because $p_a=1$ there. It leaves 0.29~eV (A) and 0.26~eV (B), almost all of it in $3d$. That the two recipes end up close together shows that the correction absorbs most of $\Delta^{\rm nlcc}$. The PBE Zn$^{2+}$ control cannot tell whether this residue is an ordinary transferability error, because it removes only $4s$ electrons. A $3d$ hole is a harder test: for $3d^94s^2$ in PBE the same potential places the $3d$ level 0.76~eV too low, of which 0.44~eV remains when the all-electron core density is frozen (0.47~eV if the $4s$ orbital is also kept orthogonal to the frozen core orbitals). Relaxation of the core under Fock exchange, which the all-electron PBE0 reference includes, is too small to explain the residue: freezing the core at its PBE orbitals changes the all-electron PBE0 splitting by only 0.01~eV. The residue may come from the off-diagonal part of the missing operator, which one projector cannot represent; this is not tested here.

\subsection{Range of validity}

Equations \eqref{eq:cv}--\eqref{eq:nlcc} hold at the reference configuration of a closed-shell atom. With $N$ projectors per channel the missing term becomes a matrix $\Delta_{ij}$, obtained by replacing $n_{aa}$ with $u_iu_j$ and $R^k(n_{ab},n_{ab})$ with $R^k(n_{ib},n_{jb})$; that form is not computed here. A fixed $\Delta_{ij}$ is a linearization about the reference occupations. $F_a[{\rm core}]$ does not depend on the valence occupations at frozen orbitals and is safe in this respect, whereas $F_a[{\rm val}]-\tilde F_a$ and all semilocal pieces do depend on them, so a fixed $\Delta$ is not exact away from the reference occupations. At frozen orbitals the change is small here: one $3d$ hole weakens $\Delta_{3d}$ by 0.04~eV in A and 0.12~eV in B. Spin polarization is not examined. For fractional spherical occupations the averaged Fock energy also contains a spurious self-interaction, so an open-shell atom needs a different reference. For a screened hybrid the derivation carries over with the short-range kernel and the short-range semilocal exchange, except that the moment condition confines the field exactly only for the bare Coulomb kernel. The numbers belong to this atom, partition and set of radii, without relativity, and the net screening factor 0.30 belongs to the free atom with fixed occupations and both channels corrected; in a solid it will differ.

\subsection{What to do}

The term can be evaluated before any production run. Equation \eqref{eq:cv} needs only an all-electron atomic calculation, and Eqs.~\eqref{eq:val} and \eqref{eq:nlcc} need in addition the pseudo-orbitals, $\tilde Q^k$ and $\tilde n_c$ stored with the potential. The remedies, in the order of the sizes found for Zn $3d$, are these.

Augment the pair densities in the Fock operator with moment-conserving charges for every multipole that the angular factors allow, $k=0,2,4$ for $d$--$d$ pairs; omitting the augmentation altogether costs 6.5~eV at first order, of which the monopole accounts for 5.7~eV and the higher multipoles for 0.8~eV. Put the shells that overlap the $d$ orbital into the valence; this cuts $\Delta^{\rm cv}$ from 2.0 to 0.3~eV in size, while the added shells bring their own contributions to $\Delta^{\rm val}$, which are not computed here. If a partial core is present, remove the exchange fraction from the valence density alone (recipe B) or use a potential without core correction, for which $\Delta^{\rm nlcc}$ is absent; either choice is worth 1.6~eV in the $3d$ level at first order; in the converged splitting both reduce the error from 1.57 to 1.00~eV. Without the core correction, however, the error of the PBE Zn$^{2+}$ $3d$ level grows from 0.04 to 0.12~eV. Keep $r_{\rm in}$ small enough for the Fock matrix element, not merely for the semilocal one. A remaining $\Delta$, which is proportional to $\alpha$, can be added to $D^0$; at the reference occupations and $\alpha=1/4$ this brings the error of the splitting below 0.3~eV. It does not repair the transferability of the potential: for $3d^94s^2$ in recipe B (spherically averaged fractional occupation in both the all-electron and the ultrasoft atom, with the self-interaction noted above) it changes the error of the PBE0 $3d$ level from $+0.38$ to $-0.66$~eV, since this potential already places that level too low in PBE. Two routes, neither computed here, address the term at its source: either generating and descreening the potential with the hybrid itself, so that $\Phi^x_a$ contains the right mixture from the start, or using the projector augmented-wave form with one-centre Fock terms, in which core--valence exchange and the difference between exact and pseudized pair densities are evaluated for the actual occupations and nothing of Eq.~\eqref{eq:Phix} is frozen.

\section*{Table of computed values}
\begin{verbatim}
Zn Z=30 alpha=0.25 nodes=186 rc=2.0 rin=1.0 rcc=1.0 bohr; 1 Ha=27.2114 eV
AE PBE total energy -1779.1828 Ha; partial core charge 7.952 e
reference potential self-consistency residual 9.0e-10 Ha
radial vs pyscf: Fock dev 1.2e-14 Ha, vx dev 3.6e-07 Ha
--- 3d: PBE level -10.567 eV, q=0.4768, US state index 0
D screened -1.7857 Ha, D0 -0.5522 Ha
F[core] -0.6226 Ha, semilocal core-valence -0.3247 Ha
F[val]-Fps -0.0438 Ha, semilocal AE-PS valence -0.0022 Ha
partial-core vx term -0.2386 Ha
cv -2.027 eV, val -0.283 eV, nlcc -1.623 eV
Delta A: -0.14451 Ha = -3.932 eV; dE/df -0.14451, diag -0.14451 Ha
Delta B: -0.08487 Ha = -2.309 eV; dE/df -0.08487, diag -0.08487 Ha
full-core limit alpha*F[core] -4.236 eV; cv, 3s3p in valence -0.328 eV
--- 4s: PBE level -5.825 eV, q=-0.0000, US state index 0
D screened 0.1440 Ha, D0 0.1606 Ha
F[core] -0.0517 Ha, semilocal core-valence -0.0305 Ha
F[val]-Fps -0.0020 Ha, semilocal AE-PS valence 0.0033 Ha
partial-core vx term -0.0150 Ha
cv -0.144 eV, val -0.036 eV, nlcc -0.102 eV
Delta A: -0.01036 Ha = -0.282 eV; dE/df -0.01036, diag -0.01036 Ha
Delta B: -0.00660 Ha = -0.180 eV; dE/df -0.00660, diag -0.00660 Ha
full-core limit alpha*F[core] -0.351 eV; cv, 3s3p in valence -0.040 eV
3d val piece vs rin (bohr): 0.6: 0.009 eV, 1.0: -0.283 eV, 1.4: -0.698 eV
3d extra missing term if Fock is not augmented -6.543 eV
SCF AE PBE0: 3d -13.366 eV, 4s -6.545 eV, 3d-4s -6.821 eV
first-order 3d-4s error A: 3.651 eV
SCF US A D0: 3d -11.891, 4s -6.644, 3d-4s error 1.573 eV
SCF US A D0+Delta: 3d -13.078, 4s -6.546, 3d-4s error 0.289 eV
first-order 3d-4s error B: 2.130 eV
SCF US B D0: 3d -12.417, 4s -6.596, 3d-4s error 0.999 eV
SCF US B D0+Delta: 3d -13.114, 4s -6.548, 3d-4s error 0.255 eV
control, PBE Zn2+ 3d level US-AE 0.037 eV
\end{verbatim}
